# The Self-Consistent Top-of-Barrier Equation of a Ballistic Transistor

## Definitions and conventions

Atomic units are used in the algebra: \(e=\hbar=m_e=1\), and the electron has charge \(-1\). Numbers are given in eV and angstrom.

A thin conducting layer joins a source S to a drain D along \(x\), and a gate G lies above it. The terminal voltages \(V_G,V_S,V_D\) are measured from a reference state in which all three are zero and the device is in equilibrium with Fermi energy \(E_F\). At voltage \(V_i\) contact \(i\) has Fermi energy \(E_F-V_i\), because a positive voltage lowers the energy of an electron.

The electrons occupy one subband with isotropic mass \(m\), valley degeneracy \(g\) and two spin states. Its local edge \(E_c(x)\) has a single maximum, at \(x=0\), and falls monotonically on both sides. The edge at the maximum is

\[
E_c(0)=\varepsilon_0+U ,
\]

where \(\varepsilon_0\) is its value in the reference state and \(U\) is the change caused by the applied voltages. The areal electron density at the maximum is \(N\), and \(N_0\) is its value in the reference state. Capacitances \(C_i\) are per unit area, with \(C_\Sigma=C_G+C_S+C_D\) and \(\alpha_i=C_i/C_\Sigma\).

The result to be derived is

\[
U=-(\alpha_GV_G+\alpha_SV_S+\alpha_DV_D)+\frac{N_S+N_D-N_0}{C_\Sigma},
\tag{1}
\]

\[
N_i=\frac{gm\,k_BT}{2\pi}\ln\!\left(1+e^{\eta_i}\right),\qquad
\eta_i=\frac{E_F-V_i-\varepsilon_0-U}{k_BT},\qquad i=S,D.
\tag{2}
\]

The carrier distributions at the barrier top are called half-filled. This does not mean that a state is occupied with probability 1/2. It means that each contact supplies one half of the wavevector plane, the half that moves away from it, with its own Fermi function.

## First derivation: charge balance and state counting

**Electrostatics.** Treat the charge at the barrier top as sitting on one node at potential \(\phi\), coupled to each terminal by a capacitance that does not change with bias. The part of the node charge that faces terminal \(i\) is \(C_i(\phi-V_i-w_i)\), where \(w_i\) is a built-in offset such as a work-function difference. The parts add up to the whole node charge, fixed charge \(N_{\rm fix}\) minus electrons:

\[
\sum_i C_i(\phi-V_i-w_i)=N_{\rm fix}-N .
\]

In the reference state the same balance reads

\[
\sum_i C_i(\phi_0-w_i)=N_{\rm fix}-N_0 .
\]

Subtraction removes the offsets and the fixed charge:

\[
C_\Sigma(\phi-\phi_0)-\sum_iC_iV_i=-(N-N_0).
\]

An electron has potential energy \(-\phi\), so \(U=-(\phi-\phi_0)\). Dividing by \(C_\Sigma\) and changing the sign gives

\[
U=-\sum_i\alpha_iV_i+\frac{N-N_0}{C_\Sigma}.
\tag{3}
\]

A positive terminal voltage lowers the barrier, and added electrons raise it.

**Origin of the states.** Let the electrons move semiclassically and without scattering. The potential does not depend on \(y\), so \(k_y\) is conserved, and so is \(k_x^2/2m+E_c(x)\). Take an electron at \(x=0\) with \(k_x=q>0\) and follow it back in time. It retreats into \(x<0\), where

\[
k_x^2(x)=q^2+2m\,[E_c(0)-E_c(x)]\ge q^2>0 .
\]

Its velocity never vanishes, so it cannot have turned round and must have come from the source. In the same way, every state with \(k_x<0\) at \(x=0\) came from the drain. Collisionless motion preserves phase-space volume, so occupation is constant along a trajectory. If the contacts emit equilibrium distributions and absorb whatever reaches them, the occupation at the top is \(f_S\) for \(k_x>0\) and \(f_D\) for \(k_x<0\), with

\[
f_i(E)=\frac{1}{1+e^{(E-E_F+V_i)/k_BT}} .
\]

The argument belongs to the maximum. At a point \(x<0\), an electron with \(k_x<0\) and \(k_x^2/2m<E_c(0)-E_c(x)\) lacks the energy to have crossed the top. It is a source electron that was turned back. There the source fills more than half of the plane, and (2) with the local edge does not give the density unless the two contact voltages are equal.

**Counting.** A unit area holds \(2g\,d^2k/(2\pi)^2\) states in \(d^2k\). The source density at the top is therefore

\[
N_S=\frac{2g}{4\pi^2}\int_{k_x>0}d^2k\,f_S\!\left(E_c(0)+\frac{k^2}{2m}\right).
\]

In polar coordinates the half-plane contributes an angle \(\pi\). With \(K=k^2/2m\), \(k\,dk=m\,dK\), so

\[
N_S=\frac{2g}{4\pi^2}\,\pi m\int_0^\infty f_S(E_c(0)+K)\,dK
=\frac{gm}{2\pi}\int_0^\infty\frac{dK}{1+e^{K/k_BT-\eta_S}} .
\tag{4}
\]

The integrand is a total derivative:

\[
\frac{1}{1+e^{K/k_BT-\eta}}=-k_BT\,\frac{d}{dK}\ln\!\left(1+e^{\eta-K/k_BT}\right).
\]

The logarithm vanishes at \(K\to\infty\), and its value at \(K=0\) gives (2). The drain half differs only in its Fermi energy. Putting \(N=N_S+N_D\) into (3) gives (1).

## Second derivation: Poisson's equation and injected flux

**Electrostatics.** Now let the charge have a spatial distribution. Let \(\delta\phi(\mathbf r)\) and \(\delta n(\mathbf r)\) be the changes of potential and electron density from the reference state, and \(\kappa(\mathbf r)\) the relative permittivity. Fixed charges cancel in the difference, and Poisson's equation becomes

\[
\nabla\!\cdot(\kappa\nabla\delta\phi)=4\pi\,\delta n ,
\]

with \(\delta\phi=V_i\) on terminal \(i\) and no normal field on the remaining boundary. Define two kinds of auxiliary function. The first, \(a_i\), satisfies \(\nabla\cdot(\kappa\nabla a_i)=0\), equals 1 on terminal \(i\) and 0 on the others. The second, \(G(\mathbf r,\mathbf r')\), satisfies \(\nabla\cdot(\kappa\nabla G)=-4\pi\delta(\mathbf r-\mathbf r')\) and vanishes on all terminals. Both have no normal field on the remaining boundary. Then

\[
\delta\phi(\mathbf r)=\sum_iV_i\,a_i(\mathbf r)-\int G(\mathbf r,\mathbf r')\,\delta n(\mathbf r')\,d^3r' ,
\]

since the right side has the required terminal values and, under the differential operator, yields \(-(-4\pi)\delta n=4\pi\,\delta n\).

Let \(\mathbf r_t\) be the barrier top, and let the subband edge there follow the potential rigidly. Suppose that the added charge keeps its shape while its amount changes:

\[
\delta n(\mathbf r)=(N-N_0)\,s(\mathbf r).
\]

With the definitions

\[
\alpha_i=a_i(\mathbf r_t),\qquad \frac1{C_\Sigma}=\int G(\mathbf r_t,\mathbf r')\,s(\mathbf r')\,d^3r' ,
\]

the relation \(U=-\delta\phi(\mathbf r_t)\) is equation (3). The function \(\sum_ia_i\) equals 1 on every terminal and obeys the same equation as the constant 1, so \(\sum_i\alpha_i=1\). Setting \(C_i=\alpha_iC_\Sigma\) restores the notation of the first derivation.

**Injected flux.** The density can be found from what the source emits. Deep in the source, electrons with longitudinal wavevector \(k_x'\) and velocity \(v'\) carry towards the barrier the flux

\[
dJ=\frac{2g}{4\pi^2}\,v'f_S\,dk_x'\,dk_y=\frac{2g}{4\pi^2}\,f_S\,dE_x\,dk_y ,
\]

because \(v'\,dk_x'=dE_x\), where \(E_x\) is the longitudinal energy including the subband edge. In a steady state without scattering, this flux is the same at every \(x\) that the electrons reach. Those with \(E_x>E_c(0)\) pass the top once, with velocity \(v=\sqrt{2\epsilon/m}\), where \(\epsilon=E_x-E_c(0)\). Density is flux divided by velocity:

\[
N_S=\frac{g}{2\pi^2}\int_{-\infty}^{\infty}dk_y\int_0^\infty d\epsilon\,\sqrt{\frac{m}{2\epsilon}}\;f_S .
\]

For the transverse energy \(w=k_y^2/2m\), each sign of \(k_y\) gives \(|dk_y|=\sqrt{m/2w}\,dw\). The two signs together supply a factor 2:

\[
N_S=\frac{gm}{2\pi^2}\int_0^\infty\!\!\int_0^\infty\frac{d\epsilon\,dw}{\sqrt{\epsilon w}}\,f_S(E_c(0)+\epsilon+w).
\]

Use \(K=\epsilon+w\) as a variable in place of \(w\). At fixed \(K\), the substitution \(\epsilon=K\sin^2\theta\) gives

\[
\int_0^K\frac{d\epsilon}{\sqrt{\epsilon(K-\epsilon)}}
=\int_0^{\pi/2}\frac{2K\sin\theta\cos\theta}{K\sin\theta\cos\theta}\,d\theta=\pi .
\]

Hence \(N_S=(gm/2\pi)\int_0^\infty f_S(E_c(0)+K)\,dK\), which is (4). The drain flux gives \(N_D\) in the same way, and (1) follows again.

## What each derivation assumes

Both assume ideal contacts, one parabolic subband, and no scattering, tunnelling or quantum reflection. The single maximum is a convenience: lower maxima elsewhere do no harm, because the arguments use only that \(E_c(x)\) nowhere exceeds \(E_c(0)\). Both derivations also keep the coupling constants fixed, although in a real device the maximum moves with bias. They differ in what they demand of the charge and in how they count the carriers.

The first derivation puts the charge on a node. Its \(C_i\) are then true capacitances: a node charge \(Q\) with all terminals grounded gives \(\phi=Q/C_\Sigma\) and induces \(-C_i\phi=-\alpha_iQ\) on terminal \(i\). The second derivation allows extended charge but requires a fixed shape \(s\). A point charge \(Q\) at \(\mathbf r'\) induces \(-Q\,a_i(\mathbf r')\) on terminal \(i\), as follows from Green's identity applied to \(a_i\) and the potential of the charge. Extended charge therefore induces a share equal to the average of \(a_i\) over \(s\), while the barrier responds with \(a_i(\mathbf r_t)\). The two agree when the charge is concentrated at the top. Otherwise (1) can still hold, but \(\alpha_iC_\Sigma\) need not be the capacitance read from the charge on terminal \(i\). If the shape of the charge changes with bias, \(C_\Sigma\) in general changes too.

For the carriers, the first derivation uses constant occupation along trajectories, and the second uses constant flux. Following the occupations shows what a simple failure does. Let a plane between the top and the drain reflect a fraction \(R\) of the carriers specularly, with \(R\) independent of energy and without interference. The states with \(k_x>0\) at the top still hold \(f_S\), but those with \(k_x<0\) now hold \(Rf_S+(1-R)f_D\). The density becomes

\[
N=(1+R)N_S+(1-R)N_D .
\]

At equal contact voltages this is the equilibrium density for any \(R\). When the drain stream is negligible, reflection raises the density at given \(U\) by the factor \(1+R\), and through (3) it raises the barrier.

## One root and its response

Write (1) as \(F(U)=0\) with

\[
F(U)=U+\sum_i\alpha_iV_i-\frac{N_S+N_D-N_0}{C_\Sigma}.
\]

Since \(\partial\eta_i/\partial U=-1/k_BT\), equation (2) gives

\[
\frac{\partial N_i}{\partial U}=-\frac{gm}{2\pi}\,\frac{e^{\eta_i}}{1+e^{\eta_i}}\equiv-C_{Qi},\qquad C_Q=C_{QS}+C_{QD}.
\]

\(C_{Qi}\) is the quantum capacitance of stream \(i\): half the density of states times the occupation at the subband edge. Thus \(F'(U)=1+C_Q/C_\Sigma\ge1\). The function \(F\) rises from \(-\infty\) to \(+\infty\) and has one root.

The drain-fed density \(N_D\) depends on \(V_D\) and \(U\) only through their sum in \(\eta_D\), so \(\partial N_D/\partial V_D=-C_{QD}\) at fixed \(U\). Differentiating \(F=0\) gives

\[
\left(1+\frac{C_Q}{C_\Sigma}\right)\frac{dU}{dV_G}+\alpha_G=0,\qquad
\left(1+\frac{C_Q}{C_\Sigma}\right)\frac{dU}{dV_D}+\alpha_D+\frac{C_{QD}}{C_\Sigma}=0,
\]

and therefore

\[
\frac{dU}{dV_G}=-\frac{\alpha_G}{1+C_Q/C_\Sigma},\qquad
\frac{dU}{dV_D}=-\frac{\alpha_D+C_{QD}/C_\Sigma}{1+C_Q/C_\Sigma}.
\tag{5}
\]

The drain acts in two ways. Its field lowers the barrier through \(\alpha_D\), and its voltage empties the drain-fed half of the states, which removes repulsive charge.

Two limits follow. Since \(e^{\eta}/(1+e^{\eta})\le\ln(1+e^{\eta})\), equation (2) gives \(C_Q\le N/k_BT\). When the density is so low that \(N\ll C_\Sigma k_BT\), therefore, \(C_Q\ll C_\Sigma\) and the barrier follows the gate, \(dU/dV_G\approx-\alpha_G\). For the drain response to reduce to \(-\alpha_D\), the drain stream must also satisfy \(C_{QD}\ll\alpha_DC_\Sigma\), which is a stricter condition when \(\alpha_D\) is small. With a degenerate source stream and an empty drain stream, \(C_Q\to gm/2\pi\) and the gate response tends to \(-\alpha_G/(1+gm/2\pi C_\Sigma)\).

A common shift of all voltages by \(v\) changes \(U\) to \(U-v\). The sums \(V_i+U\) in \(\eta_i\) stay fixed, and \(\sum_i\alpha_i=1\) balances (1). Only voltage differences affect the density.

## Worked example

Take round model parameters: \(m=0.2\), \(g=2\), \(T=300\) K, an insulator of relative permittivity 4 and thickness 10 Å, \(\alpha_G=0.88\), \(\alpha_S=0.085\), \(\alpha_D=0.035\), and \(\varepsilon_0-E_F=0.30\) eV. The voltages are \(V_G=0.6\) V, \(V_D=0.5\) V and \(V_S=0\).

With \(\hbar^2/m_e=7.620\) eV Å\(^2\), the density of states is

\[
\frac{gm}{\pi}\;\to\;\frac{2\times0.2}{\pi\times7.620}=0.01671\ \text{eV}^{-1}\text{Å}^{-2}.
\]

Half of this times \(k_BT=0.02585\) eV gives the prefactor in (2), \(2.160\times10^{-4}\) Å\(^{-2}\). The gate is treated as a parallel plate. In the terms of the second derivation, \(\alpha_GC_\Sigma\) takes the parallel-plate value when the added charge is spread uniformly along the channel; for charge gathered in a narrow strip at the top it is larger. With \(e^2/4\pi\epsilon_0=14.3996\) eV Å, where \(\epsilon_0\) is the vacuum permittivity,

\[
C_G=\frac{4}{4\pi\times14.3996\times10}=2.2105\times10^{-3},\qquad
C_\Sigma=\frac{C_G}{0.88}=2.512\times10^{-3},
\]

both in \(e^2\) eV\(^{-1}\) Å\(^{-2}\), so \(1/C_\Sigma=398.1\) eV Å\(^2\).

Equation (1) was solved with a bracketing root finder, which gives \(U=-0.35447\) eV, or \(-0.01303\) hartree. The terms can be followed by hand. The source argument is \(\eta_S=(-0.30+0.35447)/0.02585=2.107\), and

\[
N_S=2.160\times10^{-4}\,\ln(1+e^{2.107})=4.799\times10^{-4}\ \text{Å}^{-2}.
\]

The drain argument is \(-17.2\), so \(N_D\approx7\times10^{-12}\) Å\(^{-2}\). Both \(N_D\) and \(N_0=3.9\times10^{-9}\) Å\(^{-2}\) are negligible here. The terminal part of \(U\) is \(-(0.88\times0.6+0.035\times0.5)=-0.5455\) eV, and the charge part is \(398.1\times4.799\times10^{-4}=0.1910\) eV. Their sum is \(-0.3545\) eV, as required. The density is \(1.34\times10^{-4}\) per square bohr.

**What the drain does.** The table compares four cases at the same gate voltage.

| Case | \(U\) (eV) | \(N\) (\(10^{-4}\) Å\(^{-2}\)) |
|---|---|---|
| \(V_D=0\) | −0.3217 | 5.18 |
| \(V_D=0.5\) V, \(U\) frozen | −0.3217 | 2.59 |
| \(V_D=0.5\) V, \(\alpha_D=0\) | −0.3500 | 4.47 |
| \(V_D=0.5\) V, full | −0.3545 | 4.80 |

In the third case the drain share is given to the grounded source. With \(U\) frozen, the drain half empties and the density is halved. Self-consistency then lowers the barrier by 28 meV even without direct drain coupling, and the density recovers to 86% of its value at \(V_D=0\). Recovery cannot be complete in this case: by (3), with the terminal part unchanged, a lower \(U\) requires a smaller \(N\).

Direct coupling lowers the barrier by a further 4.4 meV. This is close to \(\alpha_DV_D=17.5\) meV divided by \(1+C_Q/C_\Sigma=3.97\), the screening factor at the final root. The density reaches 93% of its value at \(V_D=0\). These ratios belong to the model with fixed \(\alpha_i\) and \(C_\Sigma\), not to a device. As an illustration, take a spatially resolved ballistic thin-body channel with the same mass, temperature and gate capacitance, scale length 30 Å, length 169 Å, \(\alpha_G=0.88\) and \(\alpha_D=0.06\) at mid-channel, and the contact band edges 0.15 to 0.25 eV below the Fermi energy. At \(V_D=0\) its barrier agrees with (1) to within 4 meV. At \(V_D=0.5\) V, however, the top moves from the middle to about one sixth of the length from the source, and the density there rises by nearly 30%, whereas (1) with those constants gives a fall of 3%.

For \(V_D\ge0\) the drain response is strongest at \(V_D=0\); for negative \(V_D\), where the drain becomes the main supplier of carriers, it is larger still. At \(V_D=0\) the edge occupation is \(1/(1+e^{-0.0217/0.02585})=0.70\), so each stream has \(C_{Qi}/C_\Sigma=0.70\times0.00835/0.002512=2.3\). Equation (5) then gives \(dU/dV_D\approx-(0.035+2.3)/(1+4.6)\approx-0.42\) eV/V. At \(V_D=0.5\) V the drain stream is already empty, and the response is \(-0.035/3.97=-0.0088\) eV/V.

**What the gate does.** At \(V_D=0.5\) V the solutions are:

| \(V_G\) (V) | \(U\) (eV) | \(N\) (Å\(^{-2}\)) | \(dU/dV_G\) (eV/V) |
|---|---|---|---|
| 0.0 | −0.0175 | \(3.88\times10^{-9}\) | −0.880 |
| 0.2 | −0.1922 | \(3.31\times10^{-6}\) | −0.838 |
| 0.4 | −0.3036 | \(1.65\times10^{-4}\) | −0.317 |
| 0.6 | −0.3545 | \(4.80\times10^{-4}\) | −0.222 |
| 0.8 | −0.3970 | \(8.15\times10^{-4}\) | −0.207 |

At low gate voltage the response is \(-\alpha_G\). As the gate voltage rises, it first approaches the limit for a degenerate source stream and an empty drain stream, \(-0.88/(1+0.008355/0.002512)=-0.203\) eV/V. Far beyond the table, between 2.5 and 3 V, the subband edge passes below the drain Fermi energy. The drain stream then fills as well, and in this model the response tends to \(-0.88/(1+0.01671/0.002512)=-0.115\) eV/V. This last limit is formal. At the crossing the density is about \(4\times10^{13}\) cm\(^{-2}\), the source Fermi energy lies 0.5 eV above the edge, and the field in the insulator has risen by about 20 MV/cm, beyond the breakdown of silicon dioxide and beyond the range of a single parabolic subband. Already at \(V_G=0.4\) V the response is less than half of \(\alpha_G\) in size: for a small further rise of \(V_G\), the added charge cancels more than half of the gate's direct effect on the barrier.

In the first row \(N\) nearly equals \(N_0\), although the drain stream is empty. The drain field has lowered the barrier by 17.5 meV, which multiplies the dilute source stream by \(e^{0.0175/0.02585}=1.97\) and almost replaces the missing half. This is a coincidence of the chosen numbers: \(\alpha_DV_D\) happens to lie close to \(k_BT\ln2=17.9\) meV.

Numbers in the example were calculated in double precision.
